# The Nuclear Quadrupole Hamiltonian and Its Absence for Spin Below One

## 1. What symmetry allows

A nucleus of spin $I$ sits in the electrostatic potential $\phi$ of the charges around it. Let $x_i$ ($i=x,y,z$) be coordinates from the nuclear centre, and

$$V_{ij}=\left.\frac{\partial^2\phi}{\partial x_i\,\partial x_j}\right|_{0}.$$

This matrix is symmetric. If the charges that produce $\phi$ lie outside the nucleus, Laplace's equation makes it traceless as well. It then has five independent components and is a tensor of rank 2.

We seek the energy linear in $V_{ij}$, as an operator on the $2I+1$ states $|Im\rangle$ of the nuclear ground level. Energy is a scalar, so $V_{ij}$ must be contracted with a rank-2 operator acting on these states. Operators on a space of spin $I$ behave under rotation like the product of two spins $I$, so they contain each rank $0,1,\dots,2I$ once. Two conclusions follow.

- For $I\ge1$ there is one rank-2 operator, up to a factor. It can be built from the spin vector $\mathbf I$, taken dimensionless, so the energy is $c\sum_{ij}I_iV_{ij}I_j$.
- For $I=0$ and $I=\tfrac12$ the highest rank is 0 or 1. There is no rank-2 operator, and the energy vanishes.

Since $V_{ij}$ is a potential divided by an area, $c$ is a charge times an area. It is written as a number times $eQ$, where $e>0$ is the elementary charge and the area $Q$ is the nuclear quadrupole moment. The number depends on $I$ and on the definition of $Q$. Sections 2 to 4 derive it with the multipole expansion and the Wigner–Eckart theorem.

## 2. Multipole expansion

Let $\rho(\mathbf r)$ be the operator of the nuclear charge density. The potential is treated as a given function, averaged over a nondegenerate electronic state. The interaction energy is

$$W=\int\rho(\mathbf r)\,\phi(\mathbf r)\,d^3r .$$

The nucleus is small compared with the distances to the outside charges, so we expand $\phi$ about the centre:

$$W=q\,\phi(0)+\sum_i p_i\left.\frac{\partial\phi}{\partial x_i}\right|_0+\frac12\sum_{ij}V_{ij}\int\rho\,x_ix_j\,d^3r+\dots,$$

with $q=\int\rho\,d^3r$ and $p_i=\int\rho\,x_i\,d^3r$.

The first term is the same for every orientation of the nucleus. The second contains the dipole operator, which changes sign under inversion. The ground level is assumed to have definite parity, so $\langle Im'|p_i|Im\rangle=0$. The dipole term therefore drops out in first order even if the electric field at the nucleus is not zero. The same argument removes the third-order term.

In the second-order term we separate the part that depends on direction:

$$x_ix_j=\tfrac13\left(3x_ix_j-r^2\delta_{ij}\right)+\tfrac13r^2\delta_{ij}.$$

Define the quadrupole operator, which here includes the charge,

$$Q_{ij}=\int\rho\left(3x_ix_j-r^2\delta_{ij}\right)d^3r .$$

The factor $\tfrac12$ of the Taylor series times $\tfrac13$ gives $\tfrac16$, so the second-order term becomes

$$W_2=\frac16\sum_{ij}V_{ij}Q_{ij}+\frac16\Big(\sum_iV_{ii}\Big)\int\rho\,r^2\,d^3r .\tag{1}$$

The last term vanishes for a traceless $V_{ij}$.

**Electrons at the nucleus.** If the electronic charge density at the nucleus is $\rho_{\rm el}(0)$, Poisson's equation gives $\sum_iV_{ii}=-\rho_{\rm el}(0)/\varepsilon_0$. The last term of (1) is then nonzero. It contains the scalar operator $\int\rho r^2d^3r$, which has the same value in all states $|Im\rangle$, so it shifts the level without splitting it. In the first term $\sum_iQ_{ii}=0$, so we may replace $V_{ij}$ by its traceless part

$$V_{ij}-\tfrac13\delta_{ij}\sum_kV_{kk}.$$

From here on $V_{ij}$ denotes this traceless part.

## 3. The Wigner–Eckart theorem

The operator $Q_{ij}$ acts on the coordinates of all the protons. Within one level it can be replaced by a function of $\mathbf I$. The candidate is the symmetric, traceless tensor made from two spin vectors:

$$S_{ij}=\tfrac32\left(I_iI_j+I_jI_i\right)-\delta_{ij}I(I+1).$$

The symmetrized product is needed because the components of $\mathbf I$ do not commute. The trace is $3\,\mathbf I^2-3I(I+1)=0$.

Any symmetric traceless tensor $A_{ij}$ can be rewritten in spherical components:

$$T_0=A_{zz},\qquad T_{\pm1}=\mp\sqrt{\tfrac23}\,(A_{xz}\pm iA_{yz}),\qquad T_{\pm2}=\tfrac{1}{\sqrt6}\,(A_{xx}-A_{yy}\pm2iA_{xy}).$$

With $A_{xx}+A_{yy}=-A_{zz}$ these relations can be inverted, so the five $T_\mu$ determine all nine $A_{ij}$. The theorem states that

$$\langle Im'|T_\mu|Im\rangle=\langle I\,m;2\,\mu|I\,m'\rangle\,\langle I\|T\|I\rangle .\tag{2}$$

The Clebsch–Gordan coefficient carries all dependence on $m$, $m'$ and $\mu$ and is the same for every rank-2 operator. The reduced element $\langle I\|T\|I\rangle$ is one number, which carries the nuclear structure.

Apply (2) to $Q_{ij}$ and to $S_{ij}$. If the reduced element of $S$ is not zero, the two sets of matrix elements are proportional, with a common factor $C$:

$$\langle Im'|Q_{ij}|Im\rangle=C\,\langle Im'|S_{ij}|Im\rangle .$$

To find $C$, take the $zz$ component in the state $m=I$. By definition the quadrupole moment is

$$eQ=\langle II|Q_{zz}|II\rangle .$$

For the spin tensor, $I_z|II\rangle=I|II\rangle$ gives

$$\langle II|S_{zz}|II\rangle=3I^2-I(I+1)=I(2I-1).$$

For $I\ge1$ this is not zero, so the reduced element of $S$ is not zero either, and we may divide:

$$Q_{ij}=\frac{eQ}{I(2I-1)}\left[\tfrac32(I_iI_j+I_jI_i)-\delta_{ij}I(I+1)\right]\qquad(I\ge1,\ \text{within the level}).\tag{3}$$

## 4. The Hamiltonian

Insert (3) in the first term of (1):

$$H_Q=\frac{eQ}{6I(2I-1)}\sum_{ij}V_{ij}\left[\tfrac32(I_iI_j+I_jI_i)-\delta_{ij}I(I+1)\right].$$

Exchanging the summation labels and using $V_{ij}=V_{ji}$ gives $\sum V_{ij}I_jI_i=\sum V_{ij}I_iI_j$. The first part of the bracket therefore contributes $3\sum V_{ij}I_iI_j$. The second contributes $-I(I+1)\sum_iV_{ii}=0$. Since $3/6=1/2$,

$$\boxed{H_Q=\frac{eQ}{2I(2I-1)}\sum_{ij}I_i\,V_{ij}\,I_j\qquad(I\ge1)}\tag{4}$$

If the trace were left in $V_{ij}$, (4) would acquire the extra term

$$\frac{eQ}{2I(2I-1)}\,\frac{I(I+1)}{3}\sum_kV_{kk}.$$

This is a false common shift. The spacings of the levels would be unaffected.

## 5. Spin zero and spin one half

At $I=0$ and $I=\tfrac12$ the denominator $2I(2I-1)$ is zero, and (4) may not be used. The division leading to (3) was not allowed there. The answer comes from (2).

The coefficient $\langle I\,m;2\,\mu|I\,m'\rangle$ couples spin $I$ and rank 2 to a total of $I$. The possible totals run from $|I-2|$ to $I+2$. For $I=0$ the only total is 2; for $I=\tfrac12$ they are $\tfrac32$ and $\tfrac52$. Neither list contains $I$, so every matrix element of $Q_{ij}$ within the level is zero, whatever the nuclear structure. Hence $Q=0$ and

$$H_Q=0\qquad(I=0,\tfrac12).$$

The spin tensor vanishes too. For $I=\tfrac12$ the Pauli matrices give $I_iI_j+I_jI_i=\tfrac12\delta_{ij}$, so $S_{ij}=\tfrac34\delta_{ij}-\tfrac34\delta_{ij}=0$.

**An explicit case.** Let one proton in a $p$ orbital have its orbital momentum and spin coupled to $I=\tfrac12$. The state with $m=\tfrac12$ is

$$|\tfrac12\tfrac12\rangle=\sqrt{\tfrac23}\,|1,1\rangle|{\downarrow}\rangle-\sqrt{\tfrac13}\,|1,0\rangle|{\uparrow}\rangle .$$

We need the mean of $3\cos^2\theta-1$ in each orbital. With $u=\cos\theta$, the normalized distributions in $u$ are $\tfrac34(1-u^2)$ for $|1,1\rangle$ and $\tfrac32u^2$ for $|1,0\rangle$. Therefore

$$\langle u^2\rangle_{1,1}=\tfrac34\left(\tfrac23-\tfrac25\right)=\tfrac15,\qquad \langle u^2\rangle_{1,0}=\tfrac32\cdot\tfrac25=\tfrac35,$$

and the means of $3u^2-1$ are $-\tfrac25$ and $+\tfrac45$. The cross terms vanish because the two spin states are orthogonal. The total is

$$\tfrac23\left(-\tfrac25\right)+\tfrac13\left(\tfrac45\right)=0 .$$

Each orbital is aspherical, but their weighted sum is not.

**What does not vanish.** The quadrupole operator can still connect different levels. The state $|\tfrac32\tfrac12\rangle=\sqrt{\tfrac13}|1,1\rangle|{\downarrow}\rangle+\sqrt{\tfrac23}|1,0\rangle|{\uparrow}\rangle$ of the same orbital gives

$$\langle\tfrac32\tfrac12|3u^2-1|\tfrac12\tfrac12\rangle=\tfrac{\sqrt2}{3}\left(-\tfrac25\right)-\tfrac{\sqrt2}{3}\left(\tfrac45\right)=-\tfrac{2\sqrt2}{5}\approx-0.566 .$$

Such elements enter in second order. For $I=\tfrac12$ they still cause no splitting. The second-order energy is a Hermitian $2\times2$ matrix, hence of the form $a+\mathbf b\cdot\mathbf I$. Without a magnetic field, neither the nuclear Hamiltonian nor $W$ changes under time reversal, whereas $\mathbf I$ changes sign. This requires $\mathbf b=0$ and leaves a common shift.

## 6. Principal axes and limiting cases

Choose axes in which $V_{ij}$ is diagonal, named so that $|V_{zz}|\ge|V_{yy}|\ge|V_{xx}|$. For $V_{zz}\neq0$ define the asymmetry parameter

$$\eta=\frac{V_{xx}-V_{yy}}{V_{zz}} .$$

Together with $V_{xx}+V_{yy}=-V_{zz}$ this gives $V_{xx}=-\tfrac12(1-\eta)V_{zz}$ and $V_{yy}=-\tfrac12(1+\eta)V_{zz}$. Then

$$\sum_iV_{ii}I_i^2=V_{zz}\left[I_z^2-\tfrac12(I_x^2+I_y^2)+\tfrac{\eta}{2}(I_x^2-I_y^2)\right].$$

Replacing $I_x^2+I_y^2$ by $I(I+1)-I_z^2$ turns (4) into

$$H_Q=\frac{eQV_{zz}}{4I(2I-1)}\left[3I_z^2-I(I+1)+\eta\,(I_x^2-I_y^2)\right].\tag{5}$$

**Axial symmetry.** For $\eta=0$ the states $|Im\rangle$ are eigenstates, and $m$ and $-m$ have equal energy. The state $m=I$ has energy $eQV_{zz}/4$ for every $I\ge1$. This is also the energy of a classical axial charge cloud aligned with $z$. Such a cloud has $Q_{xx}=Q_{yy}=-\tfrac12eQ$, and (1) gives

$$\tfrac16\left(V_{zz}+\tfrac12V_{zz}\right)eQ=\tfrac14eQV_{zz}.$$

The denominator in (4) thus ensures that $Q$ has its classical meaning in the fully aligned state. For $V_{zz}>0$ the potential curves upward along $z$, and a positive charge cloud elongated along $z$ ($Q>0$) has a raised energy.

**Cubic surroundings.** Cubic symmetry makes the three principal values equal. Their sum is zero, so each is zero and $H_Q=0$ although $Q$ need not vanish.

**Spin 3/2.** Here $4I(2I-1)=12$. The diagonal elements of $3I_z^2-\tfrac{15}{4}$ are $3$ for $m=\pm\tfrac32$ and $-3$ for $m=\pm\tfrac12$. With $I_\pm=I_x\pm iI_y$ we have $I_x^2-I_y^2=\tfrac12(I_+^2+I_-^2)$, which couples $m=\tfrac32$ to $-\tfrac12$ and $m=\tfrac12$ to $-\tfrac32$. Since $I_+|{-\tfrac12}\rangle=2|\tfrac12\rangle$ and $I_+|\tfrac12\rangle=\sqrt3|\tfrac32\rangle$, the first element is $\tfrac12\cdot2\sqrt3=\sqrt3$, and the second is equal to it. Both $2\times2$ blocks have diagonal elements $\pm3$ and off-diagonal element $\sqrt3\,\eta$, with eigenvalues $\pm\sqrt{9+3\eta^2}$. Hence

$$E_\pm=\pm\frac{eQV_{zz}}{4}\sqrt{1+\frac{\eta^2}{3}},\tag{6}$$

each value belonging to two states.

## 7. Worked example

The model nucleus has $I=\tfrac32$. It consists of a spherical core and one proton in a $p$ orbital, with $\langle r^2\rangle=10\ \mathrm{fm}^2$. The core has no quadrupole moment. The state $m=\tfrac32$ is $|1,1\rangle|{\uparrow}\rangle$, for which Section 5 gave a mean of $-\tfrac25$:

$$Q=-\tfrac25\times10\ \mathrm{fm}^2=-4.0\ \mathrm{fm}^2=-0.040\ \text{barn}.$$

Its surroundings are two charges $+e$ at $z=\pm a$, with $a=0.20$ nm, and two charges $-e$ at $x=\pm b$, with $b=0.30$ nm. These are chosen values. Differentiating the Coulomb potential of a charge $q'$ at $\mathbf R$ twice gives

$$V_{ij}=\frac{q'}{4\pi\varepsilon_0}\,\frac{3R_iR_j-R^2\delta_{ij}}{R^5}.$$

Summing over the four charges, with $K=2e/(4\pi\varepsilon_0)$, we find along the laboratory axes

$$\begin{aligned}
z:&\quad K\left(2/a^3+1/b^3\right)=8.266\times10^{20}\ \mathrm{V/m^2},\\
x:&\quad K\left(-1/a^3-2/b^3\right)=-5.733\times10^{20}\ \mathrm{V/m^2},\\
y:&\quad K\left(-1/a^3+1/b^3\right)=-2.533\times10^{20}\ \mathrm{V/m^2}.
\end{aligned}$$

The smallest magnitude belongs to laboratory $y$, which therefore becomes the principal $x$ axis. Then

$$\eta=\frac{-2.533+5.733}{8.266}=0.387,\qquad\sqrt{1+\eta^2/3}=1.025 .$$

The coupling constant is $eQV_{zz}/h=-799.5$ kHz, where $h$ is Planck's constant. By (6) the levels lie at $\pm\tfrac14(799.5)(1.0247)=\pm204.8$ kHz, and the resonance frequency is

$$\nu=\frac{|eQV_{zz}|}{2h}\sqrt{1+\frac{\eta^2}{3}}=409.6\ \text{kHz}.$$

Because $eQV_{zz}<0$, the lower doublet is the one that becomes $m=\pm\tfrac32$ as $\eta\to0$. In those states the proton's charge is flattened towards the $xy$ plane, away from the positive charges on $z$.

These numbers describe a bare nucleus. In an atom or ion the outside charges also polarize the electrons around the nucleus, and this changes $V_{ij}$ (Sternheimer shielding). With the same four charges, Hartree–Fock gives a $V_{zz}$ about 0.75 times the point-charge value for Li$^+$ and about 6.4 times it for Na$^+$. A sum over point charges is therefore not a prediction of the gradient in a real compound: $V_{ij}$ must be computed with the electrons included, and (4) then applies to that total.

## 8. Where the result stops

**Higher multipoles.** For charges outside the nucleus, the term of order $k$ in the expansion has rank $k$ and scales as $r^k/R^{k+1}$. Parity removes odd $k$, so the next candidate is $k=4$, smaller than the quadrupole term by a factor of order $(r/R)^2$. By the argument of Section 1 it needs $2I\ge4$. For $I=\tfrac32$ it is absent, and for outside charges (4) is then the whole first-order splitting. If electrons penetrate the nucleus, the fourth-order term also has a rank-2 part, of the form $r^2(3z^2-r^2)$, which acts for every $I\ge1$ and is not removed by taking out the trace. For a nonrelativistic $p$ electron its relative size is of order $(Zr/a_0)^2$, with $Z$ the atomic number and $a_0$ the Bohr radius.

**Other nuclear levels.** Equation (4) is a first-order result and requires the interaction to be small compared with the spacing of nuclear levels. The splitting in the example is $1.7\times10^{-9}$ eV, which is $1.7\times10^{-15}$ of a spacing of 1 MeV. In second order the dipole operator can also contribute, through levels of opposite parity, if the field at the nucleus is not zero. In the example that field vanishes by inversion symmetry.

**Electronic degeneracy.** If the electronic state is degenerate, $V_{ij}$ is an operator on the electronic states and in general cannot be replaced by one set of numbers. A Kramers doublet, a pair of states degenerate only by time reversal, is an exception. $V_{ij}$ is Hermitian and even under time reversal, so by the argument at the end of Section 5 it is a multiple of the unit matrix within the doublet, and the quadrupole term (4) holds with one set of numbers. The doublet still carries a magnetic moment, so the magnetic hyperfine coupling must be added to (4) to obtain the levels. Where $V_{ij}$ is not a multiple of the unit matrix within the degenerate set, as in a $p_{3/2}$ quartet, the nuclear relation (3) still holds, but (4) must be diagonalized in the joint space of electrons and nucleus.
